\section*{Can one average phonon path predict a film's thermal conductivity?}

\section*{Question}

I am estimating self-heating in a thin wide-gap nitride layer. For the bulk crystal I take a conductivity $k=200$ W/(m K), a heat capacity $C_V=1.5$ MJ/(m$^3$ K) for the modes that carry heat, and a phonon speed $v=4000$ m/s. From $k=C_Vv\bar\Lambda/3$ I get an average mean free path $\bar\Lambda=100$ nm. I then put $\bar\Lambda$ into a formula for surface scattering to find the conductivity along a film of thickness $d$.

Is that legitimate? If two materials agree in $k$ and in average path, must their films conduct equally well?

\section*{Answer}

No. Two materials can agree in both and still differ at every finite thickness. One must first say which average is meant, because there are two natural ones.

\subsection*{Two averages}

Divide the phonons into isotropic groups with a common speed $v$. Group $i$ has a fraction $c_i$ of the heat capacity and a bulk path $\Lambda_i$. Then
\begin{equation}
k=\frac{C_Vv}{3}\sum_i c_i\Lambda_i,\qquad
\bar\Lambda=\sum_i c_i\Lambda_i,\qquad
\Lambda_k=\frac{\sum_i c_i\Lambda_i^2}{\sum_i c_i\Lambda_i}.
\end{equation}
Your average is $\bar\Lambda$, weighted by heat capacity. The other, $\Lambda_k$, is weighted by each group's share of the conductivity. Consider three spectra with your values of $C_V$ and $v$:

\begin{itemize}
\item A: all phonons at 100 nm.
\item B: fraction 0.9 at 50 nm and 0.1 at 550 nm.
\item C: fraction 0.8 at 25 nm and 0.2 at 400 nm.
\end{itemize}

For B, $\bar\Lambda=45+55=100$ nm; for C, $\bar\Lambda=20+80=100$ nm. All three therefore have $k=200$ W/(m K). The second moments of B and C also agree:
\begin{equation}
0.9\cdot50^2+0.1\cdot550^2=0.8\cdot25^2+0.2\cdot400^2=32500\ \text{nm}^2 .
\end{equation}
Hence both have $\Lambda_k=325$ nm, while A has $\Lambda_k=100$ nm.

\subsection*{One group in a film}

Let the temperature gradient lie along $x$ and the film occupy $0<z<d$. In the relaxation-time Boltzmann equation, the deviation from equilibrium is odd in $v_x$. It adds nothing to the local energy density, so the groups do not couple. Let $g$ be the deviation divided by its bulk value, and $\mu$ the cosine between the phonon direction and $z$. For $\mu>0$,
\begin{equation}
\Lambda\mu\frac{dg}{dz}=1-g,\qquad g(0)=p\,g(d).
\end{equation}
The boundary condition says that a fraction $p<1$ is reflected specularly, keeping $v_x$. The diffuse remainder has no part odd in $v_x$. By mirror symmetry, phonons arriving at $z=0$ carry the same $g$ as those arriving at $z=d$.

The solution is $g=1-ae^{-z/(\Lambda\mu)}$. With $u=d/(\Lambda\mu)$, the boundary condition $1-a=p(1-ae^{-u})$ gives $a=(1-p)/(1-pe^{-u})$. The mean of $g$ across the film is $1-a(1-e^{-u})/u$. The heat current weights directions by $v_x^2$, hence by $1-\mu^2$ after the azimuthal average, and $\int_0^1(1-\mu^2)d\mu=2/3$. With $\delta=d/\Lambda$, the ratio of film to bulk conductivity is
\begin{equation}
F(\delta)=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\,s(\delta/\mu)\,d\mu,\qquad
s(u)=\frac{(1-p)(1-e^{-u})}{1-pe^{-u}} .
\end{equation}
Expanding $1/(1-pe^{-u})$ as a geometric series and collecting powers of $e^{-u}$ gives
\begin{equation}
s(u)=(1-p)^2\sum_{n\ge1}p^{n-1}\left(1-e^{-nu}\right),
\label{series}
\end{equation}
where $(1-p)\sum_{n\ge1} p^{n-1}=1$ was used; for $p=0$ only $n=1$ remains.

For diffuse surfaces, $p=0$, substitute $t=1/\mu$ and define $E_n(\delta)=\int_1^\infty t^{-n}e^{-\delta t}dt$. Since $\int_0^1(\mu-\mu^3)d\mu=1/4$,
\begin{equation}
F(\delta)=1-\frac{3}{8\delta}+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right].
\label{diffuse}
\end{equation}

\subsection*{Each average gives a bound}

The film conductivity is $k(d)=k\sum_iq_iF(d/\Lambda_i)$, with conductivity shares $q_i=c_i\Lambda_i/\bar\Lambda$. These satisfy $\sum_i q_i/\Lambda_i=1/\bar\Lambda$ and $\sum_i q_i\Lambda_i=\Lambda_k$.

By (\ref{series}), $F$ is 1 minus a positive combination of the functions
\begin{equation}
\frac{1-e^{-n\delta/\mu}}{\delta}=\int_0^{n/\mu}e^{-\delta y}\,dy .
\end{equation}
These decrease with $\delta$ and are strictly convex in it, so $F$ increases and is strictly concave in $\delta$. As functions of $\Lambda$ they are $\Lambda(1-e^{-b/\Lambda})/d$, with $b=nd/\mu$, and
\begin{equation}
\frac{d^2}{d\Lambda^2}\left[\Lambda(1-e^{-b/\Lambda})\right]
=\frac{d}{d\Lambda}\left[1-e^{-b/\Lambda}-\frac{b}{\Lambda}e^{-b/\Lambda}\right]
=-\frac{b^2}{\Lambda^3}e^{-b/\Lambda}<0 .
\end{equation}
Thus $F$ is convex in $\Lambda$. Jensen's inequality, applied once in $1/\Lambda$ and once in $\Lambda$, yields
\begin{equation}
F(d/\Lambda_k)\le\frac{k(d)}{k}\le F(d/\bar\Lambda).
\end{equation}
With a common speed, your calculation is the upper bound. If the groups have different speeds $v_i$, the shares become $q_i\propto c_iv_i\Lambda_i$, and the upper bound holds with $\bar\Lambda=3k/(C_V\bar v)$, where $\bar v=\sum_ic_iv_i$. Using a speed above $\bar v$ keeps it a bound, but a speed below $\bar v$ need not: a crystal with your $C_V$ and $k$, $\bar v=5000$ m/s and a single 80 nm path gives 146 W/(m K) in a diffuse 100 nm film, above the 137 W/(m K) obtained with 4000 m/s. Return now to the common-speed bound. It is reached by A, and B and C lie strictly below it.

\subsection*{Matching both averages is still not enough}

Write $k(d)=(C_Vv/3)\sum_ic_ih(\Lambda_i)$ with $h(\Lambda)=\Lambda F(d/\Lambda)$. The constant part of $s$ contributes a term proportional to $\Lambda^2$, which a third derivative removes, as it does the term $\Lambda$. What remains is a positive combination of $\Lambda^2e^{-b/\Lambda}$. Its successive derivatives are
\begin{align}
\left(\Lambda^2e^{-b/\Lambda}\right)'&=(2\Lambda+b)e^{-b/\Lambda},\nonumber\\
\left(\Lambda^2e^{-b/\Lambda}\right)''&=\left(2+\frac{2b}{\Lambda}+\frac{b^2}{\Lambda^2}\right)e^{-b/\Lambda},\nonumber\\
\left(\Lambda^2e^{-b/\Lambda}\right)'''&=\frac{b^3}{\Lambda^4}e^{-b/\Lambda}>0 .
\end{align}
In the last line the terms in $b$ and $b^2$ cancel. Hence $h'''>0$.

Now let $P$ be the quadratic that equals $h$ at 25, 50 and 400 nm. B and C agree in the sums $\sum_i c_i$, $\sum_i c_i\Lambda_i$ and $\sum_i c_i\Lambda_i^2$, so $P$ gives them the same total. Subtracting $P$ from $h$ leaves only the point at 550 nm:
\begin{equation}
k_B(d)-k_C(d)=\frac{C_Vv}{3}\,0.1\left[h(550)-P(550)\right].
\end{equation}
Choose $R$ so that $r(x)=h(x)-P(x)-R(x-25)(x-50)(x-400)$ also vanishes at 550. Then $r$ has four zeros, and by Rolle's theorem $r'''$ vanishes at some $\xi$ between 25 and 550 nm. Therefore $R=h'''(\xi)/6$, and
\begin{equation}
k_B(d)-k_C(d)=\frac{C_Vv}{3}\,
\frac{0.1\cdot525\cdot500\cdot150\ \text{nm}^3}{6}\,h'''(\xi)>0 .
\label{gap}
\end{equation}
So $k_A(d)>k_B(d)>k_C(d)$ for every finite $d>0$ and every constant $p<1$. At $p=1$ the surfaces do not resist the heat flow and the differences vanish.

Sharp lines are not essential. Multiply every path by a common random factor $X$ of mean 1. The film conductivity becomes the average of $X\,k(d/X)$, which preserves the order of B and C. Their $k$ and $\bar\Lambda$ stay at the old values, and both $\Lambda_k$ are multiplied by the mean of $X^2$. For a lognormal $X$ with standard deviation 0.5 in $\ln X$, both have $\Lambda_k=417$ nm, yet 100 nm diffuse films have 102.9 and 91.3 W/(m K).

\subsection*{Thick and thin films}

Take diffuse surfaces. For $d$ much larger than all paths, $E_3$ and $E_5$ in (\ref{diffuse}) are exponentially small, so
\begin{equation}
\frac{k(d)}{k}\simeq1-\frac{3\Lambda_k}{8d}.
\end{equation}
Thick films thus reveal $\Lambda_k$, not your $\bar\Lambda$. B and C become nearly indistinguishable there.

For small $\delta$, let $I=E_3-E_5$. Since $E_n'=-E_{n-1}$ and $E_n(0)=1/(n-1)$ for $n>1$, we have $I(0)=1/4$ and $I'(0)=-(1-1/3)=-2/3$. Also $I''=E_1-E_3\simeq-\ln\delta-\gamma-1/2$, where $\gamma$ is Euler's constant. Integrating twice,
\begin{equation}
I\simeq\frac14-\frac{2\delta}{3}+\frac{\delta^2}{2}(1-\gamma-\ln\delta).
\end{equation}
Inserted in (\ref{diffuse}), the first two terms cancel $-3/(8\delta)$ and $1$. Summing over groups gives
\begin{equation}
k(d)\simeq\frac{C_Vvd}{4}\sum_ic_i\left[\ln\frac{\Lambda_i}{d}+1-\gamma\right].
\end{equation}
The leading logarithm is common to A, B and C, but the next term contains $\sum_ic_i\ln\Lambda_i$, a further average that the matching leaves free. Relative differences therefore fade only logarithmically as $d\to0$ within this model.

\subsection*{Numbers for your layer}

For $d=100$ nm and diffuse surfaces, (\ref{diffuse}) gives, in W/(m K),
\begin{align}
k_A&=200(0.6839)=136.8,\nonumber\\
k_B&=90(0.8191)+110(0.3052)=107.3,\nonumber\\
k_C&=40(0.9065)+160(0.3671)=95.0 .
\end{align}
The last column below is the lower bound, a single path of 325 nm.

\begin{center}
\begin{tabular}{rrrrr}
$d$ (nm) & $k_A$ & $k_B$ & $k_C$ & bound\\
30 & 81.1 & 66.0 & 56.5 & 39.7\\
100 & 136.8 & 107.3 & 95.0 & 82.2\\
300 & 175.2 & 144.0 & 137.6 & 133.2\\
1000 & 192.5 & 176.7 & 176.0 & 175.8
\end{tabular}
\end{center}

At 100 nm, A exceeds C by 44\% of $k_C$. The excess of B over C peaks at 17\% of $k_C$ near 32 nm and is 0.0014\% at 3000 nm. A single path fitted to B would be 126, 188 and 313 nm at $d=10$, 100 and 1000 nm; for C it would be 154, 244 and 322 nm. The fitted path is a property of spectrum and thickness together.

For the self-heating, take a suspended 100 nm membrane with a line heater at its centre, $P'=0.1$ W/mm, and heat sinks $L=10$ $\mu$m away on each side. Half the power flows each way, so $P'/2=kd\,\Delta T/L$. For B,
\begin{equation}
\Delta T=\frac{P'L}{2kd}
=\frac{(100\ \text{W/m})(10^{-5}\ \text{m})}{2(107.3\ \text{W/(m K)})(10^{-7}\ \text{m})}
=46.6\ \text{K}.
\end{equation}
A gives 36.6 K and C gives 52.6 K, with power and geometry held fixed. These values use the film conductivity at 300 K, taken as the temperature of the sinks. If it fell as $300\ \text{K}/T$, which is too fast for this film if the bulk paths fall as $1/T$ and about right if they fall as $T^{-1.5}$, integrating the heat flow would replace $\Delta T$ by $300\ \text{K}\,(e^{\Delta T/300\,\text{K}}-1)$, or 38.9, 50.4 and 57.5 K.

\subsection*{Beside a real device}

Your bulk conductivity is of the rough size expected for a good wide-gap nitride crystal near room temperature; the spectra are constructed, not measured. A 100 nm layer is thin for a transistor buffer, and 0.1 W/mm is well below the several W/mm of radio-frequency power operation. The assumption that real devices break most strongly is suspension. With a rough interface resistance $R=10^{-8}$ m$^2$K/W to a cold substrate, the temperature rise decays along the film over $\ell=\sqrt{kdR}=328$ nm for B. The same flux balance with $L$ replaced by $\ell$ lowers 46.6 K to about 1.5 K above the substrate. This is an order of magnitude, because $\ell$ is shorter than the 550 nm path and the substrate's own heating is omitted.

Other corrections are smaller but not negligible:

\begin{itemize}
\item Surface roughness $\eta=0.2$ nm gives a reflected wave of length $\lambda=3$ nm an rms phase $4\pi\eta/\lambda$ at normal incidence. For Gaussian roughness, $p=e^{-16\pi^2\eta^2/\lambda^2}=0.50$. Applied to all groups and directions, this raises the 100 nm values to 165.6, 136.3 and 128.6 W/(m K). At this wavelength a constant $p$ understates the effect: at oblique incidence the phase is smaller by the factor $\mu$, and $p=e^{-16\pi^2\eta^2\mu^2/\lambda^2}$ would give about 186, 172 and 169 W/(m K). Counted by heat capacity, most modes have much shorter wavelengths, however (weighting by conductivity shifts the median up, to about 1 nm if paths grow as $\lambda^2$): a classical Debye count with three equal branches and your $C_V$ puts half of them below about 0.6 nm. At $\lambda=1$ nm the same angle-dependent formula gives about 155, 134 and 126 W/(m K), so the values for 3 nm overstate the effect for these shorter waves.
\item At 450 K, with diffuse surfaces again, paths proportional to $1/T$ and fixed heat capacity, the 100 nm values are 102.4, 80.8 and 73.5 W/(m K).
\item Across the film, the rough interpolation $k_i/(1+4\Lambda_i/3d)$ for each group's bulk conductivity $k_i$ gives totals of about 86, 67 and 55 W/(m K) at 100 nm. Heat spreading downward needs its own calculation.
\item The finite distance to the sinks matters at about $4(550\ \text{nm})/(3L)=7\%$ of the bulk resistance for the longest path. The film resistance of that group is larger by $1/F=3.3$, so in the 100 nm membrane this is about 2\% for the group and about 1\% of the total.
\end{itemize}

The model also omits phonon dispersion (different group speeds), collective phonon drift, crystal anisotropy and added defects. Its particle picture weakens in the thinnest films: a 3 nm wavelength is 10\% of a 30 nm thickness. For a prediction you need both the distribution of conductivity over mean free path and the specularity of the surfaces. If you know only $\bar\Lambda$, $\Lambda_k$ and a constant $p$, quote the two bounds for that $p$, within the assumptions above. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
heat capacity: 1.50 MJ/(m^3 K); speed: 4000 m/s
A shares [1.] paths [100.] nm
  conductivity parts [200.] W/(m K)
  bulk k 200.0 W/(m K); capacity average 100.0 nm; conductivity average 100.0 nm
  film factors at 100 nm [0.6839]
B shares [0.9 0.1] paths [ 50. 550.] nm
  conductivity parts [ 90. 110.] W/(m K)
  bulk k 200.0 W/(m K); capacity average 100.0 nm; conductivity average 325.0 nm
  film factors at 100 nm [0.8191 0.3052]
C shares [0.8 0.2] paths [ 25. 400.] nm
  conductivity parts [ 40. 160.] W/(m K)
  bulk k 200.0 W/(m K); capacity average 100.0 nm; conductivity average 325.0 nm
  film factors at 100 nm [0.9065 0.3671]
film k in W/(m K); last value: single path 325 nm
  d 30 nm: A 81.1, B 66.0, C 56.5 | 39.7
  d 100 nm: A 136.8, B 107.3, C 95.0 | 82.2
  d 300 nm: A 175.2, B 144.0, C 137.6 | 133.2
  d 1000 nm: A 192.5, B 176.7, C 176.0 | 175.8
  d 3000 nm: A 197.5, B 191.9, C 191.9 | 191.9
B above C at 100 nm: 12.30 W/(m K), from h''' integral: 12.30 W/(m K)
B above C at 100 nm: 12.9 %; A above C: 44.0 %
largest B over C excess: 16.9 % at d = 32 nm
B over C excess at 3000 nm: 0.0014 %
B apparent path at d = 10, 100, 1000 nm: 126.3, 188.0, 313.3 nm
C apparent path at d = 10, 100, 1000 nm: 153.9, 244.5, 321.9 nm
broadened spectra at 100 nm: B 102.9, C 91.3 W/(m K)
  their conductivity average: 417.3 nm
largest relative error of marched transport: 1.0e-08
heater: 0.10 W/mm; sink distance: 10 um; film: 100 nm
temperature rise: A 36.6, B 46.6, C 52.6 K
rise if k falls as 1/T: A 38.9, B 50.4, C 57.5 K
roughness 0.2 nm, wavelength 3.0 nm: specularity 0.50
  film k at 100 nm: A 165.6, B 136.3, C 128.6 W/(m K)
at 450 K, paths as 1/T: bulk k 133.3 W/(m K)
  film k at 100 nm: A 102.4, B 80.8, C 73.5 W/(m K)
cross-plane estimate at 100 nm: A 85.7, B 67.2, C 55.3 W/(m K)
finite sink distance, 4/3 longest path / distance: 7.3 %
interface resistance 1e-08 m^2 K/W: healing length 328 nm
wavelength / thickness: 10 % at 30 nm, 3 % at 100 nm
\end{verbatim}
